# Second- and third-order energies of two-electron ions from Hylleraas polynomials: a program that tests the result

```python
"""
Two-electron ion, fixed nucleus of charge Z, lengths in a0/Z, energies in Z^2 Eh:
    H = H0 + lam/r12,  lam = 1/Z,  H0 psi0 = -psi0,  psi0 = exp(-s)/pi.
Result under test: minimizing
    J[phi] = <phi|H0+1|phi> + 2<phi|W|psi0>,  W = 1/r12 - E1,
with phi = P(s,t,u) psi0 approaches E2 = -0.157666, and the same phi gives
    E3 = <phi|W|phi> - 2<phi|W|psi0><phi|psi0>, approaching 0.008699.
Symbols: s = r1+r2, t = r1-r2, u = r12; a monomial s^a t^b u^c is (a,b,c).
E0, E1, E2, E3 multiply Z^2, Z, 1, 1/Z in the energy in hartree (Eh).
"""
from fractions import Fraction
from functools import lru_cache
from math import factorial
import numpy as np
import sympy as sp
from mpmath import mp
from scipy import constants as const
from scipy.special import eval_genlaguerre, gammaln, zeta

mp.dps = 50
MAX_DEGREE = 9


@lru_cache(None)
def moment(a, b, c):
    """2 * integral of exp(-2s) s^a t^b u^c over 0<t<u<s."""
    n = a + b + c + 2
    return Fraction(2 * factorial(n), (b + 1) * (b + c + 2) * 2 ** (n + 1))


def gradient_element(p, q):
    """<P psi0|H0+1|Q psi0> from the gradients of the polynomials alone."""
    (a, b, c), (d, e, f) = p, q
    i, j, k = a + d, b + e, c + f
    terms = [
        (a * d, (i, j, k + 1), (i - 2, j + 2, k + 1)),
        (b * e, (i + 2, j - 2, k + 1), (i, j, k + 1)),
        (c * f, (i + 2, j, k - 1), (i, j + 2, k - 1)),
        (c * d + a * f, (i, j, k + 1), (i, j + 2, k - 1)),
        (c * e + b * f, (i + 2, j, k - 1), (i, j, k + 1)),
    ]
    total = Fraction(0)
    for factor, plus, minus in terms:
        if factor:
            total += factor * (moment(*plus) - moment(*minus))
    return total


def overlap_element(p, q):
    i, j, k = (x + y for x, y in zip(p, q))
    return moment(i + 2, j, k + 1) - moment(i, j + 2, k + 1)


def repulsion_element(p, q):
    i, j, k = (x + y for x, y in zip(p, q))
    return moment(i + 2, j, k) - moment(i, j + 2, k)


# Basis ordered by total degree; entry 0 is the constant, that is psi0 itself.
basis, size_at_degree = [], []
for degree in range(MAX_DEGREE + 1):
    for b in range(0, degree + 1, 2):
        for c in range(degree - b + 1):
            basis.append((degree - b - c, b, c))
    size_at_degree.append(len(basis))
E1 = repulsion_element(basis[0], basis[0])
size = len(basis)
A, W, S = (np.empty((size, size), dtype=object) for _ in range(3))
for i in range(size):
    for j in range(i + 1):
        p, q = basis[i], basis[j]
        S[i, j] = S[j, i] = overlap_element(p, q)
        W[i, j] = W[j, i] = repulsion_element(p, q) - E1 * S[i, j]
        A[i, j] = A[j, i] = gradient_element(p, q)
to_mp = np.vectorize(lambda x: mp.mpf(x.numerator) / x.denominator,
                     otypes=[object])
A_mp, W_mp, S_mp = to_mp(A), to_mp(W), to_mp(S)


def eliminate(matrix, rhs):
    """Forward elimination; leading blocks stay valid for smaller bases."""
    m = np.column_stack([matrix, rhs])
    for k in range(len(rhs) - 1):
        factors = m[k + 1:, k] / m[k, k]
        m[k + 1:, k:] = m[k + 1:, k:] - factors[:, None] * m[k, k:][None, :]
    return m


def minimizer(m, n):
    """Solution c of A c = -b in the first n functions."""
    c = np.empty(n, dtype=object)
    for i in reversed(range(n)):
        c[i] = (-m[i, -1] - sum(m[i, i + 1:n] * c[i + 1:n])) / m[i, i]
    return c


def energies(c, idx, a, w, s):
    """Hylleraas functional J and the third-order expression for phi."""
    block = np.ix_(idx, idx)
    linear = w[idx, 0].dot(c)
    second = c.dot(a[block].dot(c)) + 2 * linear
    third = c.dot(w[block].dot(c)) - 2 * linear * s[idx, 0].dot(c)
    return second, third


def solve_subset(monomials, a, w, s):
    idx = [basis.index(p) for p in monomials]
    c = minimizer(eliminate(a[np.ix_(idx, idx)], w[idx, 0]), len(idx))
    return c, energies(c, idx, a, w, s)


# ---- Test: matrix elements from the Laplacian, by quadrature in r1, r2, r12
r1, r2, cosine = sp.symbols("r1 r2 cosine", positive=True)
r12 = sp.sqrt(r1**2 + r2**2 - 2 * r1 * r2 * cosine)
left, right = (1, 2, 1), (2, 2, 1)
func = ((r1 + r2)**right[0] * (r1 - r2)**right[1] * r12**right[2]
        * sp.exp(-r1 - r2))
laplacian = (sp.diff(r1 * func, r1, 2) / r1 + sp.diff(r2 * func, r2, 2) / r2
             + (1 / r1**2 + 1 / r2**2)
             * sp.diff((1 - cosine**2) * sp.diff(func, cosine), cosine))
h0_plus_one = sp.lambdify(
    (r1, r2, cosine), -laplacian / 2 - (1 / r1 + 1 / r2) * func + func, "numpy")


def legendre(n, upper):
    x, w = np.polynomial.legendre.leggauss(n)
    return upper * (x + 1) / 2, upper * w / 2


sg, sw = legendre(90, 40.0)
qg, qw = legendre(30, 1.0)
vg, vw = legendre(24, 1.0)
s3, q3, v3 = np.meshgrid(sg, qg, vg, indexing="ij")
x1, x2 = s3 / (1 + q3), s3 * q3 / (1 + q3)
x12 = x1 - x2 + 2 * x2 * v3
volume = (16 * x1 * x2 * x12 * 2 * x2 * s3 / (1 + q3)**2
          * sw[:, None, None] * qw[None, :, None] * vw[None, None, :])
bra = s3**left[0] * (x1 - x2)**left[1] * x12**left[2] * np.exp(-s3)
ket = s3**right[0] * (x1 - x2)**right[1] * x12**right[2] * np.exp(-s3)
cos_grid = (x1**2 + x2**2 - x12**2) / (2 * x1 * x2)
quad_h0 = np.sum(volume * bra * h0_plus_one(x1, x2, cos_grid))
exact_h0 = float(gradient_element(left, right))
assert abs(quad_h0 / exact_h0 - 1) < 1e-7
assert abs(np.sum(volume * bra * ket)
           / float(overlap_element(left, right)) - 1) < 1e-9
assert abs(np.sum(volume * bra * ket / x12)
           / float(repulsion_element(left, right)) - 1) < 1e-9
assert abs(np.sum(volume * np.exp(-2 * s3) / x12) - float(E1)) < 1e-9

# ---- Small bases in exact rational arithmetic
s_, u_, t2_, u2_ = (1, 0, 0), (0, 0, 1), (0, 2, 0), (0, 0, 2)
c_u, (E2_u, E3_u) = solve_subset([u_], A, W, S)
c_s, (E2_s, E3_s) = solve_subset([s_], A, W, S)
c_3, (E2_3, E3_3) = solve_subset([s_, u_, t2_], A, W, S)
c_e, (E2_e, E3_e) = solve_subset([s_, u2_, t2_], A, W, S)
assert E2_u == -Fraction(47, 128)**2
assert E3_u == Fraction(47, 128)**2 * Fraction(45, 1024)
assert E2_s == -Fraction(25, 256) and E3_s == 0
assert E2_3 < E2_e

# ---- All polynomials up to each total degree
reduced = eliminate(A_mp[1:, 1:], W_mp[1:, 0])
table = []
for degree in range(1, MAX_DEGREE + 1):
    n = size_at_degree[degree] - 1
    idx = list(range(1, n + 1))
    c_best = minimizer(reduced, n)
    table.append((degree, n) + energies(c_best, idx, A_mp, W_mp, S_mp))
E2, E3 = table[-1][2:]
assert all(later[2] < earlier[2] for earlier, later in zip(table, table[1:]))
assert abs(E2 + 0.157666) < 1e-6
assert abs(E3 - 0.008699) < 2e-6

# ---- A one-percent error in the size of phi: quadratic in E2, linear in E3
E2_off, E3_off = energies(c_best * mp.mpf("1.01"), idx, A_mp, W_mp, S_mp)
E2_off2, E3_off2 = energies(c_best * mp.mpf("1.02"), idx, A_mp, W_mp, S_mp)
assert abs((E2_off2 - E2) / (E2_off - E2) - 4) < 0.05
assert abs((E3_off2 - E3) / (E3_off - E3) - 2) < 0.05

# ---- Even powers of u only: no cusp at r12 = 0
even = [p for p in basis[1:] if p[2] % 2 == 0]
_, (E2_even, E3_even) = solve_subset(even, A_mp, W_mp, S_mp)
assert table[2][2] < E2_even

# ---- Eigenvalues of H0 + lam*W in the degree-4 basis, psi0 included
n4 = size_at_degree[4]
inverse_factor = mp.cholesky(mp.matrix(S_mp[:n4, :n4].tolist()))**-1


def eigenvalue_shift(lam):
    """Lowest eigenvalue minus E0 minus lam*E1."""
    k = mp.matrix((A_mp[:n4, :n4] + W_mp[:n4, :n4] * lam).tolist())
    m = inverse_factor * k * inverse_factor.T
    return min(list(mp.eigsy((m + m.T) / 2, eigvals_only=True)))


step = mp.mpf(1) / 1000
up, down = eigenvalue_shift(step), eigenvalue_shift(-step)
E2_diff = (up + down) / (2 * step**2)
E3_diff = (up - down) / (2 * step**3)
E2_deg4, E3_deg4 = table[3][2:]
assert abs(E2_diff - E2_deg4) < 1e-8
assert abs(E3_diff - E3_deg4) < 1e-8
Z = 10
E_direct = Z**2 * (-1 + mp.mpf(5) / 8 / Z + eigenvalue_shift(mp.mpf(1) / Z))
E_second = -Z**2 + mp.mpf(5) / 8 * Z + E2_deg4
E_third = E_second + E3_deg4 / Z
assert abs(E_direct - E_third) < 2e-5
assert abs(E_direct - E_third) < 0.1 * abs(E_direct - E_second)

# ---- Independent E2: radial product functions for each partial wave, no u
rg, rw = legendre(240, 40.0)
xg, xw = legendre(60, 1.0)


def partial_wave(l, count=20):
    """Second-order energy of one partial wave, and <1/r>> for l = 0."""
    rate, alpha = 2 + 0.3 * l, 2 * l + 2

    def radial(r):
        x = 2 * rate * r
        values, slopes = [], []
        for k in range(count):
            norm = np.exp(0.5 * (np.log(2 * rate) + gammaln(k + 1)
                                 - gammaln(k + alpha + 1)))
            envelope = norm * x**(l + 1) * np.exp(-x / 2)
            lag = eval_genlaguerre(k, alpha, x)
            lower = eval_genlaguerre(k - 1, alpha + 1, x) if k else 0 * x
            values.append(envelope * lag)
            slopes.append(2 * rate * envelope
                          * (((l + 1) / x - 0.5) * lag - lower))
        return np.array(values), np.array(slopes)

    def ground(r):
        return 2 * r * np.exp(-r)

    value, slope = radial(rg)
    potential = l * (l + 1) / (2 * rg**2) - 1 / rg
    h = 0.5 * (slope * rw) @ slope.T + (value * rw * potential) @ value.T
    levels, vectors = np.linalg.eigh((h + h.T) / 2)
    inner_r = rg[:, None] * xg[None, :]
    inner = np.sum(radial(inner_r)[0] * ground(inner_r) * xg**l * xw, axis=2)
    half = (value * ground(rg) * rw) @ inner.T
    coupling = vectors.T @ (half + half.T) @ vectors
    gap = levels[:, None] + levels[None, :] + 1
    reference = coupling[0, 0]
    if l == 0:
        coupling[0, 0], gap[0, 0] = 0.0, 1.0
    return -np.sum(coupling**2 / gap) / (2 * l + 1), reference


L_MAX = 8
waves = [partial_wave(l) for l in range(L_MAX + 1)]
assert abs(abs(waves[0][1]) - float(E1)) < 1e-7
wave_energy = np.array([w[0] for w in waves])
x_last = np.array([L_MAX - 0.5, L_MAX + 0.5])
tail_fit = np.linalg.solve(np.column_stack([x_last**-4, x_last**-6]),
                           wave_energy[-2:])
tail = tail_fit @ np.array([zeta(4, L_MAX + 1.5), zeta(6, L_MAX + 1.5)])
E2_waves = wave_energy.sum() + tail
# Finite radial basis and a two-term tail limit this check to about 1e-5.
assert abs(E2_waves - float(E2)) < 2e-5

# ---- Conversion from SI constants
hartree_joule = (const.m_e * const.e**4
                 / ((4 * np.pi * const.epsilon_0)**2 * const.hbar**2))
hartree_ev = hartree_joule / const.e

# ---- Output
iu, is_, it = basis.index(u_), basis.index(s_), basis.index(t2_)
print("E1 =", E1, "Eh;  <s>, <u>, <t^2>, <u^2> (scaled lengths) =",
      S[is_, 0], S[iu, 0], S[it, 0], S[basis.index(u2_), 0])
print("A_ss, A_uu, A_tt (t means t^2) =", A[is_, is_], A[iu, iu], A[it, it])
print("A_su, A_st, A_ut (t means t^2) =", A[is_, iu], A[is_, it], A[iu, it])
print("b_s, b_u, b_t (t means t^2) =", W[is_, 0], W[iu, 0], W[it, 0])
print("P=c*s: c, E2, E3 =", c_s[0], E2_s, E3_s, "; E2 = %.6f Eh" % E2_s)
print("P=c*u: c, E2, E3 =", c_u[0], E2_u, E3_u)
print("P=c*u: E2 = %.6f Eh, E3 = %.6f Eh" % (E2_u, E3_u))
print("s,u,t^2: coefficients = %.6f %.6f %.6f" % tuple(map(float, c_3)))
print("s,u,t^2: E2 = %.6f Eh, E3 = %.6f Eh" % (E2_3, E3_3))
print("s,u^2,t^2: E2 = %.6f Eh, E3 = %.6f Eh" % (E2_e, E3_e))
print("degree, number of functions, E2 (Eh), E3 (Eh):")
for degree, n, second, third in table:
    print("%d %4d  %.8f  %.8f" % (degree, n, float(second), float(third)))
print("even u only, degree <= %d: %d functions, E2 = %.6f Eh, E3 = %.6f Eh"
      % (MAX_DEGREE, len(even), float(E2_even), float(E3_even)))
print("phi scaled by 1.01: change of E2 = %.3e Eh, of E3 = %.3e Eh"
      % (float(E2_off - E2), float(E3_off - E3)))
print("eigenvalue differences, degree 4: E2 = %.8f Eh, E3 = %.8f Eh"
      % (float(E2_diff), float(E3_diff)))
print("Laplacian quadrature / gradient formula: %.8f / %.8f (scaled units)"
      % (quad_h0, exact_h0))
print("partial waves l=0,1,2: %.6f %.6f %.6f Eh" % tuple(wave_energy[:3]))
print("partial waves l=0..%d: sum = %.6f Eh, tail = %.6f Eh, total = %.6f Eh"
      % (L_MAX, wave_energy.sum(), tail, E2_waves))
print("Z = %d, degree 4: series to E2 = %.6f Eh" % (Z, float(E_second)))
print("Z = %d, degree 4: series to E3 = %.6f Eh" % (Z, float(E_third)))
print("Z = %d, degree 4: diagonalization = %.6f Eh" % (Z, float(E_direct)))
print("1 Eh = %.6f eV" % hartree_ev)
print("final E2 = %.6f Eh = %.5f eV" % (float(E2), float(E2) * hartree_ev))
print("final E3 = %.6f Eh = %.5f eV" % (float(E3), float(E3) * hartree_ev))
print("PASS")
```

Output:

```
E1 = 5/8 Eh;  <s>, <u>, <t^2>, <u^2> (scaled lengths) = 3 35/16 3/2 6
A_ss, A_uu, A_tt (t means t^2) = 1 1 6
A_su, A_st, A_ut (t means t^2) = 5/8 0 5/8
b_s, b_u, b_t (t means t^2) = -5/16 -47/128 -3/8
P=c*s: c, E2, E3 = 5/16 -25/256 0 ; E2 = -0.097656 Eh
P=c*u: c, E2, E3 = 47/128 -2209/16384 99405/16777216
P=c*u: E2 = -0.134827 Eh, E3 = 0.005925 Eh
s,u,t^2: coefficients = 0.159988 0.244019 0.037081
s,u,t^2: E2 = -0.153503 Eh, E3 = -0.004918 Eh
s,u^2,t^2: E2 = -0.135272 Eh, E3 = -0.033453 Eh
degree, number of functions, E2 (Eh), E3 (Eh):
1    2  -0.14613381  0.00349598
2    6  -0.15660224  0.00505935
3   12  -0.15743999  0.00800980
4   21  -0.15760560  0.00851116
5   33  -0.15764673  0.00863865
6   49  -0.15765909  0.00867685
7   69  -0.15766338  0.00868997
8   94  -0.15766505  0.00869499
9  124  -0.15766575  0.00869710
even u only, degree <= 9: 69 functions, E2 = -0.154574 Eh, E3 = 0.004015 Eh
phi scaled by 1.01: change of E2 = 1.577e-05 Eh, of E3 = 1.748e-04 Eh
eigenvalue differences, degree 4: E2 = -0.15760560 Eh, E3 = 0.00851116 Eh
Laplacian quadrature / gradient formula: 20722.50000000 / 20722.50000000 (scaled units)
partial waves l=0,1,2: -0.125333 -0.026494 -0.003905 Eh
partial waves l=0..8: sum = -0.157577 Eh, tail = -0.000076 Eh, total = -0.157654 Eh
Z = 10, degree 4: series to E2 = -93.907606 Eh
Z = 10, degree 4: series to E3 = -93.906754 Eh
Z = 10, degree 4: diagonalization = -93.906762 Eh
1 Eh = 27.211386 eV
final E2 = -0.157666 Eh = -4.29030 eV
final E3 = 0.008697 Eh = 0.23666 eV
PASS
```
